\section*{When the d_z2–p_z sigma coupling vanishes in a layered crystal}

\section*{Problem}

A metal layer lies between two chalcogen layers, as in many two-dimensional channel materials. Let $z$ be the layer normal. Consider one bond, from a chalcogen below the metal up to the metal, at an angle $\theta$ to $z$. The chalcogen carries a $p_z$ orbital and the metal a $d_{z^2}$ orbital.

Use the two-centre approximation: the potential in the coupling integral comes from the two bonded atoms alone and is symmetric under rotation about the bond. Two numbers then describe the coupling between $p$ and $d$ orbitals at a given bond length, $V_\sigma$ and $V_\pi$.

\begin{enumerate}
\item[(a)] Derive the coupling $E_{z,z^2}(\theta)$ in terms of $V_\sigma$ and $V_\pi$.
\item[(b)] Show that its $\sigma$ part vanishes at $\theta=54.7^\circ$. Find what remains, and decide which of the two orbitals is responsible.
\item[(c)] A layer has lattice constant $a=0.32$ nm and half-thickness $h=0.16$ nm, measured from the metal plane to a chalcogen plane. Each metal sits at the centre of a trigonal prism of chalcogens. Take $V_\sigma=-3.0$ eV and $V_\pi=+1.4$ eV. Find the bond angle and the coupling. What in-plane strain would bring the bonds to the angle of part (b) at fixed bond length?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Introduce axes tied to the bond, and write the coordinate $z$ in terms of them. Both orbitals are simple polynomials in $z$ and $r^2$.
\item Rotate the orbitals about the bond by $180^\circ$ and by $90^\circ$. An integral that must equal its own negative is zero.
\item A product of two amplitudes vanishes when either factor does. Ask which factor it is.
\item For part (c), the chalcogen sits, in projection, at the centre of an equilateral triangle of metals with side $a$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The coupling at a general angle}

Choose $x$ so that the bond lies in the $xz$ plane, and write $c=\cos\theta$, $s=\sin\theta$. Let $\zeta$ be the coordinate along the bond, from chalcogen to metal, $\xi$ the coordinate perpendicular to it in the $xz$ plane, and $\eta=y$. With unit vectors $(s,0,c)$ for $\zeta$ and $(c,0,-s)$ for $\xi$,
\begin{equation}
z=c\,\zeta-s\,\xi,\qquad x=s\,\zeta+c\,\xi .
\label{eq:rot}
\end{equation}
For each orbital the coordinates are measured from its own nucleus; the rotation is the same for both.

Apart from a radial factor, $p_z$ is $z$. Equation \eqref{eq:rot} therefore gives at once
\begin{equation}
p_z=c\,p_\sigma-s\,p_\pi,\qquad p_\sigma\propto\zeta,\quad p_\pi\propto\xi .
\label{eq:p}
\end{equation}
For the $d$ shell use the angular functions
\begin{equation}
d_\sigma=\tfrac12(3\zeta^2-r^2),\quad
d_\pi=\sqrt3\,\zeta\xi,\quad
d_\delta=\tfrac{\sqrt3}{2}(\xi^2-\eta^2),
\end{equation}
again with a common radial factor. They have equal norms: on the unit sphere the averages $\langle\zeta^4\rangle=1/5$ and $\langle\zeta^2\xi^2\rangle=1/15$ give a mean square of $1/5$ for each.

The metal orbital is $d_{z^2}=\tfrac12(3z^2-r^2)$. Insert $z^2=c^2\zeta^2-2sc\,\zeta\xi+s^2\xi^2$ and $r^2=\zeta^2+\xi^2+\eta^2$:
\begin{equation}
d_{z^2}=\tfrac12\left[(3c^2-1)\zeta^2+(3s^2-1)\xi^2-\eta^2\right]-3sc\,\zeta\xi .
\label{eq:dexp}
\end{equation}
The last term is $-\sqrt3\,sc\,d_\pi$. Write the square terms as $A\,d_\sigma+B\,d_\delta$, where $d_\sigma=\zeta^2-\tfrac12\xi^2-\tfrac12\eta^2$. Comparing coefficients gives
\begin{align}
\zeta^2:&\quad A=\tfrac12(3c^2-1),\\
\eta^2:&\quad -\tfrac12A-\tfrac{\sqrt3}{2}B=-\tfrac12
\;\Rightarrow\; B=\frac{1-A}{\sqrt3}=\frac{\sqrt3}{2}s^2 .
\end{align}
The $\xi^2$ coefficient must then agree. It is $-\tfrac12A+\tfrac{\sqrt3}{2}B=\tfrac14(1-3c^2+3s^2)=\tfrac12(3s^2-1)$, as in \eqref{eq:dexp}. Hence
\begin{equation}
d_{z^2}=\tfrac12(3c^2-1)\,d_\sigma-\sqrt3\,sc\,d_\pi+\tfrac{\sqrt3}{2}s^2\,d_\delta .
\label{eq:d}
\end{equation}

Next, find which pairs couple. A rotation by $180^\circ$ about the bond reverses $\xi$ and $\eta$. It changes the sign of $p_\pi$ and $d_\pi$ and leaves $p_\sigma$, $d_\sigma$ and $d_\delta$ alone. Since the Hamiltonian is unchanged, a $\pi$ function cannot couple to a $\sigma$ or $\delta$ function. A rotation by $90^\circ$ exchanges $\xi^2$ and $\eta^2$, so it reverses $d_\delta$ but not $p_\sigma$; that coupling vanishes too. Two integrals survive:
\begin{equation}
V_\sigma=\langle p_\sigma|H|d_\sigma\rangle,\qquad
V_\pi=\langle p_\pi|H|d_\pi\rangle .
\end{equation}
Multiplying the matching amplitudes of \eqref{eq:p} and \eqref{eq:d}, where the two minus signs of the $\pi$ term cancel, gives
\begin{equation}
E_{z,z^2}=\tfrac12\,c\,(3c^2-1)\,V_\sigma+\sqrt3\,c\,s^2\,V_\pi .
\label{eq:E}
\end{equation}
This is the Slater--Koster rule for the pair. In direction cosines $(l,m,n)$ it reads $n[n^2-\tfrac12(l^2+m^2)]V_\sigma+\sqrt3\,n(l^2+m^2)V_\pi$, which becomes \eqref{eq:E} with $n=c$ and $l^2+m^2=s^2$. The azimuth of the bond drops out because both orbitals are symmetric about $z$.

For a chalcogen above the metal, the vector from $p$ to $d$ points down, so $n$ changes sign and $E_{z,z^2}$ with it. The zeros are unaffected.

Two limits show how the formula works. At $\theta=0$ it gives $E_{z,z^2}=V_\sigma$, since both orbitals then point along the bond. At $\theta=90^\circ$ both terms vanish: $p_z$ is a pure $\pi$ function of the bond, while \eqref{eq:d} contains only $\sigma$ and $\delta$ parts.

\subsection*{(b) The angle without sigma coupling}

For $0<\theta<90^\circ$ the factor $c$ is not zero, so the $\sigma$ term vanishes when
\begin{equation}
3\cos^2\theta=1,\qquad \theta=\arccos\frac1{\sqrt3}=54.74^\circ .
\end{equation}
There $s^2=2/3$, and the remaining term is
\begin{equation}
E_{z,z^2}=\sqrt3\cdot\frac1{\sqrt3}\cdot\frac23\,V_\pi=\frac23\,V_\pi .
\end{equation}

The metal orbital is responsible. The amplitude of $p_\sigma$ in $p_z$ is still $1/\sqrt3$, but the amplitude of $d_\sigma$ in $d_{z^2}$ is zero. Geometrically, $3z^2-r^2=0$ defines a cone about the normal on which $d_{z^2}$ changes sign, and the bond lies on this nodal cone. The squared amplitudes in \eqref{eq:d} are $0$, $2/3$ and $1/3$ for $\sigma$, $\pi$ and $\delta$.

It follows that $d_{z^2}$ has no $\sigma$ coupling to the other $p$ orbitals of that chalcogen either. For $p_x$, equation \eqref{eq:rot} gives the amplitudes $s$ and $c$, so
\begin{equation}
E_{x,z^2}=\tfrac12\,s\,(3c^2-1)V_\sigma-\sqrt3\,s\,c^2\,V_\pi
\;\longrightarrow\;-\frac{\sqrt2}{3}V_\pi .
\end{equation}
The $p_y$ orbital is proportional to $\eta$ and finds no partner $\zeta\eta$ in \eqref{eq:d}. The squared couplings add up to $(4/9+2/9)V_\pi^2=\tfrac23V_\pi^2$, which is the $\pi$ weight of $d_{z^2}$ times $V_\pi^2$. The statement concerns $d_{z^2}$; other $d$ orbitals have other nodal surfaces.

The $\pi$ term has a property of its own at this angle. The derivative of $c(1-c^2)$ with respect to $c$ is $1-3c^2$, so the $\pi$ coefficient has its maximum, $2/3$, where the $\sigma$ coefficient passes through zero.

\subsection*{(c) A prismatic layer}

The centre of an equilateral triangle of side $a$ lies $a/\sqrt3$ from its corners. This is the horizontal extent of the bond, so
\begin{equation}
\tan\theta=\frac{a/\sqrt3}{h}=\frac{0.32}{0.16\sqrt3}=\frac{2}{\sqrt3},
\qquad \theta=49.1^\circ .
\end{equation}
Then $c^2=1/(1+\tan^2\theta)=3/7$, $c=0.655$, and the bond length is $d=h/c=0.244$ nm. The two contributions are
\begin{align}
\sigma:&\quad \tfrac12(0.655)\left(\tfrac97-1\right)(-3.0\ \text{eV})=0.0935\,(-3.0\ \text{eV})=-0.28\ \text{eV},\\
\pi:&\quad \sqrt3\,(0.655)\left(\tfrac47\right)(1.4\ \text{eV})=0.648\,(1.4\ \text{eV})=+0.91\ \text{eV}.
\end{align}
Their sum is $0.63$ eV. This prism misses the special angle by less than $6^\circ$, yet the $\sigma$ part still cancels about $30\%$ of the $\pi$ part.

At the special angle, with the same bond length and hence the same $V_\sigma$ and $V_\pi$, the coupling is $\tfrac23(1.4)=0.93$ eV. Most of the increase comes from losing the negative $\sigma$ term; the $\pi$ coefficient rises only from $0.648$ to $0.667$. The lattice constant needed is
\begin{equation}
a'=\sqrt3\,d\sin\theta=\sqrt3\,(0.2444\ \text{nm})\sqrt{2/3}=0.346\ \text{nm},
\end{equation}
a tensile strain of $8.0\%$ in both in-plane directions, while the half-thickness falls to $d/\sqrt3=0.141$ nm. Bonds from one metal to the same chalcogen plane then have the scalar product $d^2(c^2+s^2\cos120^\circ)=d^2(\tfrac13-\tfrac13)=0$: they are perpendicular.

\subsection*{How far the model carries over to a real layer}

The lengths in part (c) are rough values for monolayer MoS$_2$, whose metal sites are trigonal prisms. The couplings are round numbers of a plausible size, not a fit to that material. The special angle is therefore not the angle of this layer, and treating its $d_{z^2}$--$p_z$ coupling as pure $\pi$ would leave out the $-0.28$ eV found above. Stretching a real layer also lengthens its bonds, which raises the strain needed above $8\%$ and changes $V_\sigma$ and $V_\pi$. If, for example, the thickness shrank by only $0.6$ times the in-plane strain, the angle would require $(1+\varepsilon)/(1-0.6\,\varepsilon)=\sqrt6/2$, or $\varepsilon=13\%$. These are geometric results; whether a layer survives such a strain is not considered here. A regular octahedron of chalcogens does have the special angle: its bonds lie along cubic axes and the layer normal along a cube diagonal, so $\cos\theta=1/\sqrt3$. A distortion that changes the angle between the bonds and the normal removes the exact zero; a twist of one chalcogen plane about the normal does not.

A real crystal also breaks the two-centre assumption, because other atoms spoil the symmetry about the bond. An illustrative model gives a size for this. Take Gaussian orbitals $z\,e^{-(r/0.12\,\text{nm})^2}$ and $(3z^2-r^2)\,e^{-(r/0.10\,\text{nm})^2}$, normalized, and an attractive well $-D\,e^{-(r/0.08\,\text{nm})^2}$ on every atom. Keep only the potential energy in the coupling integrals: the kinetic energy involves no third atom and is symmetric about the bond, so it cannot break the two-centre rule. Choosing $D=53$ eV then makes $V_\sigma=-3.0$ eV for the two bonded atoms; the model then has $V_\pi=0.94$ eV and a coupling of $0.63$ eV at the special angle. Summing the integrand on a cubic grid of spacing $0.02$ nm, the wells of the metal's five other chalcogens and the chalcogen's two other nearest metals add $0.16$ eV.

Part of that number reflects the overlap $S=-0.11$ of the two orbitals: even a constant potential $U$ would contribute $US$. To first order in $S$, making the pair orthogonal symmetrically, with both orbitals adjusted equally, replaces an element $W_{pd}$ of the added potential by
\begin{equation}
W_{pd}-\tfrac12S\,(W_{pp}+W_{dd}),
\end{equation}
which is zero for a constant potential. The correction falls to $0.02$ eV. For these orbitals and wells, the overlap term thus removes most of the $0.16$ eV in total, but the small remainder is a cancellation: the chalcogen directly above contributes $+0.08$ eV and the other six atoms together $-0.06$ eV. It is also sensitive to the model: changing any one width by $0.02$ nm, with $D$ refitted, moves it between $0.00$ and $0.05$ eV. A more direct measure of how far the zero of part (b) is broken is the coupling of $d_{z^2}$ to the $p$ orbital along the bond. These two orbitals have no overlap at the special angle and no two-centre coupling, yet the seven wells couple them by $0.07$ eV. The $0.02$ eV should not be divided by the $0.63$ eV above to give a relative error: making the pair orthogonal also changes the two-centre coupling itself, to which the omitted kinetic energy contributes as well. The value $\tfrac23V_\pi$ remains a result of the two-centre approximation, not an exact law of the crystal.

\section*{Variation 1: where the whole coupling vanishes}

\textit{At what angle below $90^\circ$ is $E_{z,z^2}$ itself zero?}

Divide \eqref{eq:E} by $c^3$ and write $t=\tan\theta$. Since $3c^2-1=2c^2-s^2$,
\begin{equation}
\tfrac12(2-t^2)V_\sigma+\sqrt3\,t^2V_\pi=0
\;\Rightarrow\;
t^2=\frac{2}{1-2\sqrt3\,V_\pi/V_\sigma}.
\end{equation}
For $V_\pi/V_\sigma=-1.4/3.0$ this gives $t^2=0.764$ and $\theta=41.2^\circ$. Here the $\sigma$ and $\pi$ parts are both present and cancel, so the angle depends on their ratio. The angle of part (b) does not, because it belongs to the shape of the $d$ orbital.

When the two integrals have opposite signs, the denominator exceeds 1, so $t^2<2$ and the cancellation lies below $54.7^\circ$. When they have equal signs, it lies above $54.7^\circ$ if $V_\pi/V_\sigma<1/(2\sqrt3)$, and otherwise there is none.

\section*{Variation 2: a bond that vibrates}

\textit{The layer of part (c) has been brought to the special angle at fixed bond length. How much $\sigma$ coupling does atomic motion restore at $300$ K?}

Differentiate the $\sigma$ coefficient $f=\tfrac12(3c^3-c)$:
\begin{equation}
\frac{df}{d\theta}=-\tfrac12\,s\,(9c^2-1)
\;\longrightarrow\;-\sqrt{\tfrac23}=-0.816\ \text{per radian}.
\end{equation}
A small tilt therefore restores $\sigma$ coupling in proportion to the tilt, whereas the $\pi$ term, at its maximum, changes only in second order.

Model the relative motion of the two atoms, perpendicular to the bond and in the plane containing the normal, as one harmonic oscillator. Take a rough quantum $\hbar\omega=0.040$ eV and rough masses of $96$ and $32$ u, so that the reduced mass is $\mu=96\cdot32/128=24$ u. The thermal mean square displacement is
\begin{equation}
\langle q^2\rangle=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}
=(2.18\times10^{-5}\ \text{nm}^2)(1.54),
\end{equation}
which includes the zero-point motion. Its root is $0.0058$ nm. Divided by the bond length $0.244$ nm, this is a tilt of $0.024$ rad, or $1.4^\circ$. The root-mean-square $\sigma$ contribution is
\begin{equation}
0.816\times3.0\ \text{eV}\times0.0237=0.058\ \text{eV},
\end{equation}
about $6\%$ of the $0.93$ eV $\pi$ coupling. To first order its average is zero, since tilts of either sign are equally likely. The motion makes the coupling fluctuate; it does not shift its mean at this order. A real layer has many vibrational modes in place of this single oscillator, so the figure is an order of magnitude. It covers the restored $\sigma$ part only. Stretching of the bond changes $V_\pi$ in first order: with the same amplitude and $V_\pi\propto d^{-7/2}$, the $\pi$ term fluctuates by about $0.08$ eV, a comparable amount.

All numerical values are calculated from the stated model.
